\section*{Why a monolayer's supercell dielectric constant is not a material property}

\section*{A number that moves with the vacuum}

\textbf{Q.} I have run density functional perturbation theory (DFPT) for an insulating monolayer in a periodic cell 18 bohr high. The static electronic dielectric constant is 1.595 in the plane and 1.191 along the normal. I intend to quote these as the dielectric constants of the material. Is there any objection?

\textbf{A.} Keep the layer as it is, add vacuum, and run it again. For your model the results are as follows.
\begin{center}
\begin{tabular}{ccc}
$L$ (bohr) & $\varepsilon_\parallel$ & $\varepsilon_\perp$ \\
18 & 1.595 & 1.191 \\
24 & 1.446 & 1.137 \\
32 & 1.335 & 1.099
\end{tabular}
\end{center}
The layer has not changed, but both constants have.

\textbf{Q.} Then 18 bohr was not converged. I should increase the cell height $L$ until the numbers settle.

\textbf{A.} They settle at 1, whatever insulator the layer is made of. To see why, look at what the code computes. I use Hartree atomic units with Gaussian-type electrostatics, so that $D=E+4\pi P$. The nuclei are held fixed, the layer is an insulator normal to $z$, and its dielectric tensor is diagonal in these axes.

DFPT applies a macroscopic field $E$, which is the average field over the cell. The induced Hartree potential contains only components with $\mathbf G\neq 0$. It is therefore periodic, and its field averages to zero. If the cell has area $A$ and acquires a dipole $p$, then
\begin{equation}
P=\frac{p}{AL},\qquad \varepsilon=\frac{E+4\pi P}{E}=1+\frac{4\pi}{L}\,\frac{p/A}{E}.
\label{eq:def}
\end{equation}
The dipole belongs to the layer, while the volume $AL$ includes vacuum that you chose. The constant describes a periodic stack of layers.

\section*{The in-plane constant}

\textbf{Q.} Equation (\ref{eq:def}) has an explicit $1/L$, but $p/A$ might depend on $L$ too, because the periodic images act on the layer.

\textbf{A.} That has to be settled first. Expand the charge induced in one layer in lateral Fourier components with wavevector $g$. Outside the layer Laplace's equation gives $\phi_g''=g^2\phi_g$, so the potential decays as $e^{-g|z|}$. For a uniform applied field, $g$ is a lateral reciprocal-lattice vector. Components with $g\neq0$ therefore reach the next layer with exponentially small amplitude.

The component $g=0$ obeys $\phi_0''=0$ outside, so its field is constant on each side. The two constants differ by $4\pi$ times the net charge per area, which is zero. A neutral layer thus leaves the same laterally averaged field on both sides. If the electron densities of neighbouring layers also do not overlap, the images can influence a layer, apart from those exponentially small components, only through the averaged field.

Now apply $E$ in the plane, along $x$. Let a bar denote a lateral average. From $\nabla\times\mathbf E=0$,
\begin{equation}
\partial_z \bar E_x=\overline{\partial_x E_z}=0,
\end{equation}
because the lateral average of the derivative of a periodic function vanishes. Hence $\bar E_x$ has the same value in the layer and in the vacuum, namely $E$. Define the in-plane sheet polarizability of the isolated layer by
\begin{equation}
\frac{p}{A}=\alpha_\parallel E .
\end{equation}
It is a polarizability volume divided by an area, hence a length. Inserting it in (\ref{eq:def}) gives
\begin{equation}
\varepsilon_\parallel(L)=1+\frac{4\pi\alpha_\parallel}{L}.
\label{eq:par}
\end{equation}
Physically, a fixed amount of polarizable matter is being diluted.

\section*{The normal constant}

\textbf{Q.} I could then use the same formula for the normal direction, with another $\alpha$.

\textbf{A.} No, because a different field is continuous. There is no free charge, so $\nabla\cdot\mathbf D=0$, and its lateral average gives $\partial_z\bar D_z=0$. Thus $\bar D_z=D$ throughout the cell. In the vacuum $\bar E_z=D$, so each layer sits in a uniform outer field $D$, just as an isolated layer sits in an external field. The natural definition is
\begin{equation}
\frac{p}{A}=\alpha_\perp D .
\label{eq:aperp}
\end{equation}

Let $\bar P(z)$ be the laterally averaged polarization. It vanishes in the vacuum and satisfies $\bar P'=-\bar\rho$, where $\bar\rho$ is the induced charge density. Integration by parts over one cell, with boundaries in the vacuum, gives
\begin{equation}
\int \bar P\,dz=\bigl[z\bar P\bigr]-\int z\bar P'\,dz=\int z\bar\rho\,dz=\frac{p}{A}.
\end{equation}
The macroscopic field is the cell average of $\bar E_z=D-4\pi\bar P$:
\begin{equation}
E=\frac1L\int\left(D-4\pi\bar P\right)dz
= D-\frac{4\pi}{L}\,\alpha_\perp D
= D\left(1-\frac{4\pi\alpha_\perp}{L}\right).
\end{equation}
The minus sign is depolarization: the induced dipole opposes the field inside the layer. Dividing $D$ by $E$,
\begin{equation}
\varepsilon_\perp(L)=\frac{D}{E}=\frac{1}{1-4\pi\alpha_\perp/L}.
\label{eq:perp}
\end{equation}
For $L\gg4\pi\alpha_\perp$ this is $1+4\pi\alpha_\perp/L$ to leading order, so it too tends to 1.

\textbf{Q.} What goes wrong if I invert the in-plane formula for the normal direction?

\textbf{A.} From (\ref{eq:perp}), $1-1/\varepsilon_\perp=4\pi\alpha_\perp/L$. Therefore
\begin{equation}
\frac{L(\varepsilon_\perp-1)}{4\pi}
=\frac{L}{4\pi}\,\varepsilon_\perp\left(1-\frac1{\varepsilon_\perp}\right)
=\alpha_\perp\,\varepsilon_\perp(L).
\end{equation}
The result still depends on the vacuum. The correct inversions are
\begin{equation}
\alpha_\parallel=\frac{L}{4\pi}\left(\varepsilon_\parallel-1\right),\qquad
\alpha_\perp=\frac{L}{4\pi}\left(1-\frac{1}{\varepsilon_\perp}\right).
\label{eq:inv}
\end{equation}

\section*{The numbers for the model layer}

\textbf{Q.} Does this hold in a quantum calculation with all the local fields?

\textbf{A.} Your model can decide. It is a square lattice, of constant 7 bohr, of Gaussian wells 0.8 hartree deep with width parameter 2 bohr. There are two electrons per cell, and the gap on the $k$ mesh is 0.116 hartree; the mesh contains no zone-boundary point, so this figure is an upper bound on the true gap; including the zone corner and the midpoint of the zone edge lowers it to 0.108 hartree. The wells play the part of a given effective Kohn--Sham potential. The response includes the Hartree kernel with local fields and omits the exchange-correlation kernel, which is the random-phase approximation.

The sheet polarizabilities were computed separately for one isolated layer. Its Coulomb interaction was truncated along $z$ to remove the images, and the normal field was applied as a sawtooth potential. The results are
\begin{align}
\alpha_\parallel&=0.853\ \text{bohr}=0.451\ \text{\AA},\\
\alpha_\perp&=0.230\ \text{bohr}=0.122\ \text{\AA}.
\end{align}
With $4\pi\alpha_\parallel=10.713$ bohr and $4\pi\alpha_\perp=2.893$ bohr, the predictions for $L=18$ bohr are
\begin{align}
\varepsilon_\parallel&=1+\frac{10.713}{18}=1.595,\\
\varepsilon_\perp&=\frac{1}{1-2.893/18}=\frac{1}{0.8393}=1.19,
\end{align}
which are the values you brought. For the three heights in the table, the polarizabilities extracted with (\ref{eq:inv}) differ from those of the isolated layer by at most $1.8\times10^{-4}$, relative to the latter. All these runs share the same in-plane $k$ mesh and plane-wave cutoff, so this figure tests the relations and not the absolute values. Refining mesh and cutoff together at $L=18$ bohr changes $\alpha_\parallel$ by 0.10\% and $\alpha_\perp$ by 0.01\%, so the third digit of $\alpha_\parallel$ is uncertain by about one unit, and the extra digits of $4\pi\alpha_\parallel$ serve only the arithmetic. The wrong normal inversion instead gives $0.274$ bohr at $L=18$ bohr and $0.253$ bohr at $L=32$ bohr. The numerical check tests these relations, and it also tests the linear response along the normal against a self-consistent finite field at a single $k$ point.

\textbf{Q.} Can I save time with a very short cell and then apply (\ref{eq:inv})?

\textbf{A.} Not once the layers overlap. At $L=9$ bohr the extracted $\alpha_\perp$ is wrong by 9\% relative to the isolated layer: DFPT gives $\varepsilon_\perp=1.540$ with four $k_z$ points (1.541 with eight or more), while (\ref{eq:perp}) gives 1.474. The extracted $\alpha_\parallel$ is off by only 0.3\%. Agreement to a few tenths of a percent in the plane therefore does not show that the layers are separated. Check both components at two or more heights. One further limit applies to a polar layer, with a permanent normal dipole $p_0$ per area. At $E=0$ such a layer already sits in a vacuum field $D\approx4\pi p_0/L$, so (\ref{eq:inv}) returns the polarizability of a layer biased by that field, and through the nonlinear response this can drift as $1/L$ even without overlap. Your layer is mirror symmetric and has $p_0=0$.

\section*{Assigning the layer a thickness}

\textbf{Q.} Suppose I remove the vacuum by giving the layer a thickness $t$. Would that produce a proper dielectric constant?

\textbf{A.} It removes $L$ and brings in $t$. Replace the layer by a uniform slab of thickness $t$ with the same dipole per area. In the plane the slab polarization is $\alpha_\parallel E/t$. Along the normal it is $\alpha_\perp D/t$, and the field inside is $D-4\pi\alpha_\perp D/t$. Hence
\begin{equation}
\varepsilon_\parallel^{\rm slab}=1+\frac{4\pi\alpha_\parallel}{t},\qquad
\varepsilon_\perp^{\rm slab}=\frac{1}{1-4\pi\alpha_\perp/t}.
\end{equation}
For $t=8$ bohr your layer has the constants 2.34 and 1.57; for $t=12$ bohr it has 1.89 and 1.32. The cells with $L=18$ and $L=32$ bohr give the same slab values to the printed digits, so independence of $L$ does not make them unique. As $t$ falls towards $4\pi\alpha_\perp=2.89$ bohr, the normal constant diverges, although nothing happens to the layer. For uniform fields a slab constant can serve as a model parameter if $t$ is stated with it. Slabs of different $t$ share the dipole per area by construction, but they need not screen alike when the field varies along the layer.

\section*{Screening at finite wavelength}

\textbf{Q.} If the constant tends to 1, does an isolated monolayer not screen at all?

\textbf{A.} It screens, but by an amount that depends on wavelength. Take sheets much thinner than $1/q$, and apply an external potential $\phi_{\rm ext}e^{iqx}$, with $q>0$, that is the same on every sheet. Let $\phi$ be the amplitude of the total potential on a sheet. The in-plane field is $-iq\phi\,e^{iqx}$, so the dipole per area is $-iq\alpha_\parallel\phi\,e^{iqx}$. The induced surface charge is minus its divergence, with amplitude
\begin{equation}
\sigma=-(iq)(-iq)\,\alpha_\parallel\phi=-q^2\alpha_\parallel\phi .
\end{equation}

One charged sheet obeys $\varphi''-q^2\varphi=-4\pi\sigma\,\delta(z)$. Insert $\varphi=Ce^{-q|z|}$. Its slope jumps by $-2qC$ at $z=0$, and this must equal $-4\pi\sigma$, so $C=2\pi\sigma/q$. Adding all the sheets, with $x_L=e^{-qL}$,
\begin{equation}
\sum_{m=-\infty}^{\infty}e^{-q|m|L}=1+\frac{2x_L}{1-x_L}=\frac{1+x_L}{1-x_L}=\coth\frac{qL}{2}.
\end{equation}
The total potential on a sheet is then
\begin{equation}
\phi=\phi_{\rm ext}-2\pi q\alpha_\parallel\coth\!\left(\frac{qL}{2}\right)\phi .
\end{equation}
Moving the last term to the left and dividing by $\phi$ gives the screening in the plane of the sheets,
\begin{equation}
\varepsilon(q)=\frac{\phi_{\rm ext}}{\phi}
=1+2\pi\alpha_\parallel q\,\coth\frac{qL}{2}.
\label{eq:q}
\end{equation}

For $qL\ll1$, $\coth(qL/2)\approx2/(qL)$, and (\ref{eq:q}) returns (\ref{eq:par}): the wave spans many layers, which screen together. For $qL\gg1$ the hyperbolic cotangent tends to 1, leaving the single-sheet result $1+2\pi\alpha_\parallel q$. That expression tends to 1 as $q\to0$, because the field lines of a long wave run mostly through the vacuum.

With your $\alpha_\parallel$ and $q=0.01$ bohr$^{-1}$, sheets 32 bohr apart give 1.338, close to their $q\to0$ value of 1.335. Sheets 3200 bohr apart give 1.054, the single-sheet value, whereas their $q\to0$ value is 1.003. These figures are for sheets of zero thickness; uniform slabs 8 bohr thick with the same polarizabilities give 1.336 and 1.052 for the potential averaged over the slab. At fixed $q$, then, adding vacuum leads to the screening of one layer. DFPT for a uniform field takes $q\to0$ first, at fixed $L$, and so describes the stack.

\textbf{Q.} What should I quote instead of 1.595 and 1.191?

\textbf{A.} Quote $\alpha_\parallel=0.853$ bohr and $\alpha_\perp=0.230$ bohr, and say that the first is the response to the macroscopic in-plane field and the second the response to the external normal field. State the level of theory as well: these values belong to the random-phase response of a model potential with fixed nuclei. Anyone who needs the dielectric constant of a stack with widely spaced, nonpolar layers can obtain it from (\ref{eq:par}) and (\ref{eq:perp}) for the spacing in question.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant 7.0 bohr, well depth 0.8 hartree, well width 2.0 bohr
k mesh 10 x 10, plane-wave cutoff |G| <= 2.6 1/bohr
band gap on the mesh: 0.1156 hartree = 3.14 eV
isolated layer computed in a cell of height 28 bohr
alpha_par  = 0.8525 bohr = 0.4511 angstrom
alpha_perp = 0.2302 bohr = 0.1218 angstrom
4 pi alpha_par = 10.713 bohr, 4 pi alpha_perp = 2.893 bohr
k=0 check of alpha_perp: linear response 0.25282 bohr, finite field 0.25282 bohr
L=18 bohr: eps_par DFPT 1.5951 law 1.5952; eps_perp DFPT 1.1914 law 1.1915
L=24 bohr: eps_par DFPT 1.4464 law 1.4464; eps_perp DFPT 1.1370 law 1.1370
L=32 bohr: eps_par DFPT 1.3348 law 1.3348; eps_perp DFPT 1.0994 law 1.0994
L=18 bohr: extracted alpha_par 0.8525, alpha_perp 0.2301, wrong normal inversion 0.2742 bohr
L=24 bohr: extracted alpha_par 0.8525, alpha_perp 0.2301, wrong normal inversion 0.2617 bohr
L=32 bohr: extracted alpha_par 0.8525, alpha_perp 0.2301, wrong normal inversion 0.2530 bohr
largest relative deviation of extracted alpha, L>=18 bohr: 1.8e-04
overlapping layers, L=9 bohr: eps_par DFPT 2.1937 law 2.1903; eps_perp DFPT 1.5403 law 1.4736
relative deviation of extracted alpha there: par 0.003, perp 0.091
change of alpha with 12 x 12 mesh and cutoff 2.9 1/bohr: par 0.10 %, perp 0.01 %
slab constants, thickness 8 bohr, from L=18 bohr: par 2.339, perp 1.566
slab constants, thickness 8 bohr, from L=32 bohr: par 2.339, perp 1.566
slab constants, thickness 10 bohr, from L=18 bohr: par 2.071, perp 1.407
slab constants, thickness 10 bohr, from L=32 bohr: par 2.071, perp 1.407
slab constants, thickness 12 bohr, from L=18 bohr: par 1.893, perp 1.318
slab constants, thickness 12 bohr, from L=32 bohr: par 1.893, perp 1.318
thin sheets, q=0.01 1/bohr, L=32 bohr: eps(q) 1.3376, q->0 value 1.3348
thin sheets, q=0.01 1/bohr, L=320 bohr: eps(q) 1.0581, q->0 value 1.0335
thin sheets, q=0.01 1/bohr, L=3200 bohr: eps(q) 1.0536, q->0 value 1.0033
single thin sheet, q=0.01 1/bohr: 1 + 2 pi alpha_par q = 1.0536
\end{verbatim}
